**Barrier height from thermionic contact resistivity: two fits compared**

For a constant barrier φ, the zero-bias resistivity is ρ = k/(qAT) · exp(φ/kT), where A is the Richardson constant, T the temperature, k Boltzmann's constant and q the elementary charge. A fit of ln(ρT) against 1/T gives φ, while a fit of ln ρ gives φ + kT_eff. The program computes ρ from a numerical Fermi-Dirac flux over six anisotropic silicon valleys and asserts that it agrees with the closed formula. It also asserts the local slope φ + kT at 300 K, the two-point formula, the pair-slope form of least squares, and that T_eff lies inside the fitted range. For φ = 0.600 eV and nine temperatures from 260 to 340 K, the fits give 0.6000 and 0.6256 eV, an excess of 25.6 meV with T_eff = 296.5 K. The largest residual of the ln ρ line is 0.005, and the Richardson constant inferred from its intercept is too large by a factor of 2.72. Refits with neglected effects show shifts of +76 meV if the barrier follows the whole silicon gap and −50 meV for a 50 meV spread of barriers; the other effects refitted shift the result by less than 10 meV each.

## Verification by program

```python
"""
Result under test: thermionic contact resistivity is
    rho = k/(q A T) * exp(phi/kT),
so a line through ln(rho*T) against 1/T gives the barrier phi, while a line
through ln(rho) against 1/T gives phi + k*T_eff, T_eff inside the fitted range.
Symbols: phi barrier (eV), A Richardson constant, T temperature (K),
k Boltzmann constant, q elementary charge, rho = 1/(dJ/dV) at zero bias.
SI units inside the program unless a name says otherwise.
"""
import numpy as np
from scipy.constants import k, e as q, h, hbar, m_e, epsilon_0, pi
from scipy.integrate import trapezoid
from scipy.optimize import minimize_scalar

# Rough typical inputs: titanium-silicide-like contact on n-type (100) silicon
phi = 0.60                       # eV, effective barrier
donors = 1e22                    # m^-3
m_long, m_trans = 0.92, 0.19     # valley masses in units of m_e
eps = 11.7 * epsilon_0
temps = np.linspace(260.0, 340.0, 9)
T0 = 300.0
kev = k / q                      # eV/K

# ---- resistivity from the definition: flux summed over k-space ----
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = 3.5 * (nodes + 1), 3.5 * weights
KX, KR = np.meshgrid(nodes, nodes, indexing="ij")
WW = np.outer(weights, weights)
valleys = [(2, m_long, m_trans, m_trans), (4, m_trans, m_long, m_trans)]


def emitted(volt, T):
    """Current density of electrons crossing the barrier top towards the metal."""
    occupation = 1 / (np.exp((phi - volt) / (kev * T) + KX**2 + KR**2) + 1)
    total = 0.0
    for count, *masses in valleys:
        scale = [np.sqrt(2 * m * m_e * k * T) / hbar for m in masses]
        velocity = hbar * scale[0] * KX / (masses[0] * m_e)
        total += (count * 2 * q / (2 * pi)**3 * np.prod(scale)
                  * np.sum(WW * 2 * pi * KR * velocity * occupation))
    return total


def rho_numeric(T):
    dv = 1e-3 * kev * T
    return 2 * dv / (emitted(dv, T) - emitted(-dv, T))


def fit(T, y):
    """Slope (as an energy in eV) and intercept of ln(y) against 1/T."""
    slope, intercept = np.polyfit(1 / T, np.log(y), 1)
    return kev * slope, intercept


emission_mass = 2 * m_trans + 4 * np.sqrt(m_long * m_trans)
A = 4 * pi * q * k**2 * m_e * emission_mass / h**3
rho = np.array([rho_numeric(T) for T in temps])
rho_formula = k / (q * A * temps) * np.exp(phi / (kev * temps))
assert np.allclose(rho, rho_formula, rtol=2e-6)
test_volt = 0.02
net = emitted(test_volt, T0) - emitted(0, T0)
diode = A * T0**2 * np.exp(-phi / (kev * T0)) * np.expm1(test_volt / (kev * T0))
assert abs(net / diode - 1) < 1e-6

# ---- local slope at 300 K by finite difference ----
Ta, Tb = T0 - 0.5, T0 + 0.5
local = (np.log(rho_numeric(Ta) / rho_numeric(Tb))
         / (1 / (kev * Ta) - 1 / (kev * Tb)))
assert abs(local - phi - kev * T0) < 1e-6

# ---- fits over the whole range ----
right, _ = fit(temps, rho * temps)
wrong, intercept = fit(temps, rho)
excess = wrong - right
T_eff = excess / kev
T_harm = 1 / np.mean(1 / temps)
assert abs(right - phi) < 1e-6
assert temps[0] < T_eff < temps[-1]
assert abs(T_eff / T_harm - 1) < 0.01
T1, T2 = temps[0], temps[-1]
two_point = kev * np.log(rho[0] / rho[-1]) / (1 / T1 - 1 / T2) - phi
T_two = np.log(T2 / T1) / (1 / T1 - 1 / T2)
assert abs(two_point - kev * T_two) < 1e-6

# least-squares slope as a weighted average of pair slopes
x, y = 1 / temps, np.log(rho)
i, j = np.triu_indices(len(x), 1)
pair_slopes = (y[i] - y[j]) / (x[i] - x[j])
average = np.average(pair_slopes, weights=(x[i] - x[j])**2)
assert abs(kev * average - wrong) < 1e-9

residual = np.max(np.abs(y - (wrong / kev * x + intercept)))
A_ratio = k / (q * T_harm * np.exp(intercept)) / A
assert residual < 0.02
assert abs(A_ratio / np.e - 1) < 0.03    # curvature of ln(1/T) over the range

# ---- neglected effects, each put into the data and refitted ----
beta, beta0 = 1 / (kev * temps), 1 / (kev * T0)


def shift(factor):
    """Change of the barrier from the rho*T fit when rho is multiplied by factor."""
    return fit(temps, rho * factor * temps)[0] - phi


def gap(T):
    return 1.17 - 4.73e-4 * T**2 / (T + 636)   # eV, rough silicon gap


def band_states(T):
    mass = (m_long * m_trans**2)**(1 / 3) * m_e
    return 12 * (2 * pi * mass * k * T / h**2)**1.5


def bending(T):
    return phi - kev * T * np.log(band_states(T) / donors) - kev * T


def field(T):
    return np.sqrt(2 * q * donors * bending(T) / eps)


image_c = q / (16 * pi * eps) * 1e9             # V nm


def lowering(T):
    return 2 * np.sqrt(image_c * field(T) * 1e-9)


# barrier that follows the gap
shift_gap = shift(np.exp((gap(temps) - gap(T0)) * beta))
gap_slope = (gap(T_harm + 0.1) - gap(T_harm - 0.1)) / 0.2
expected = gap(T_harm) - gap(T0) - T_harm * gap_slope
assert abs(shift_gap - expected) < 2e-3         # gap curvature over the range

# Gaussian spread of barriers, patches conducting in parallel
spread = 0.050                                  # eV, rough
gh_x, gh_w = np.polynomial.hermite.hermgauss(40)


def patch_mean(b):
    return np.sum(gh_w * np.exp(-b * np.sqrt(2) * spread * gh_x)) / np.sqrt(pi)


offset = np.log(patch_mean(beta0)) / beta0      # keeps phi as barrier at 300 K
shift_patch = shift(np.array([np.exp(b * offset) / patch_mean(b) for b in beta]))
expected = spread**2 * (beta0 / 2 - 1 / (kev * T_harm))
assert abs(shift_patch - expected) < 2e-3       # skewness of the 1/T grid

# image force: its lowering changes with temperature
F = field(T0) * 1e-9                            # V/nm
top = minimize_scalar(lambda s: F * s + image_c / s, bounds=(0.1, 50),
                      method="bounded", options={"xatol": 1e-8})
assert abs(top.fun - lowering(T0)) < 1e-8
shift_image = shift(np.exp(-(lowering(temps) - lowering(T0)) * beta))

# tunnelling near the rounded top, lightest mass, inverted parabola
curvature = 2 * image_c / top.x**3              # eV/nm^2
top_quantum = hbar * np.sqrt(curvature * q * 1e18 / (m_trans * m_e)) / q
u = np.linspace(-0.6, 1.2, 20001)
gain = np.array([trapezoid(b * np.exp(-b * u)
                           / (1 + np.exp(-2 * pi * u / top_quantum)), u)
                 for b in beta])
half = beta * top_quantum / 2
assert np.allclose(gain, half / np.sin(half), rtol=1e-5)
shift_tunnel = shift(1 / gain)
gain0 = np.interp(T0, temps, gain)
E00 = q * hbar / 2 * np.sqrt(donors / (m_trans * m_e * eps)) / q

# drift-diffusion limit with low-field mobility
mobility = 0.12 * (temps / T0)**-2.3            # m^2/Vs, rough
v_emit = A * temps**2 / (q * band_states(temps))
v_drift = mobility * field(temps)
shift_diff = shift(1 + v_emit / v_drift)
mid = np.argmin(abs(temps - T0))

# series resistance: 5 um epitaxial layer on 0.5 mm of 0.01 ohm cm wafer
series = 5e-6 / (q * donors * mobility[mid]) + 0.5e-3 * 1e-4
shift_series = shift(1 + series / rho)

# one-sided probe voltage instead of the zero-bias slope
probe = 0.005
chord = np.array([probe / (emitted(probe, T) - emitted(0, T)) for T in temps])
shift_probe = shift(chord / rho)

# upper bound on depletion-layer recombination, lifetime 1 us
n_i = 1e16 * (temps / T0)**1.5 * np.exp(-gap(temps) * beta / 2 + gap(T0) * beta0 / 2)
width = np.sqrt(2 * eps * bending(temps) / (q * donors))
recomb = np.max(rho * q * n_i * width / (2e-6 * kev * temps))

print(f"barrier put in: {phi:.3f} eV")
print(f"donor density: {donors*1e-6:.1e} cm^-3")
print(f"valley masses: {m_long:.2f}, {m_trans:.2f} m_e")
print(f"emission mass sum: {emission_mass:.3f} m_e")
print(f"Richardson constant A: {A*1e-4:.1f} A/(cm^2 K^2)")
for T, r in zip(temps, rho):
    print(f"T = {T:.0f} K: rho = {r*1e4:.4g} ohm cm^2, "
          f"rho*T = {r*T*1e4:.4g} ohm cm^2 K")
print(f"kT at 300 K: {kev*T0*1e3:.2f} meV")
print(f"local slope of ln rho at 300 K, as energy: {local:.5f} eV")
print(f"barrier from ln(rho*T) fit: {right:.5f} eV")
print(f"barrier from ln(rho) fit: {wrong:.5f} eV")
print(f"excess of ln(rho) fit: {excess*1e3:.2f} meV")
print(f"effective temperature of excess: {T_eff:.1f} K")
print(f"harmonic mean temperature: {T_harm:.1f} K")
print(f"kT at lowest, highest T: {kev*T1*1e3:.2f}, {kev*T2*1e3:.2f} meV")
print(f"two-point (end temperatures) excess: {two_point*1e3:.2f} meV")
print(f"two-point effective temperature: {T_two:.1f} K")
print(f"largest residual of ln(rho) line: {residual:.5f} (in ln rho)")
print(f"inferred A / true A from ln(rho) fit: {A_ratio:.3f}")
print("Shifts of the ln(rho*T) barrier from neglected effects:")
print(f"  barrier follows whole gap: {shift_gap*1e3:+.1f} meV")
print(f"  gap slope at harmonic mean T: {gap_slope*1e3:.3f} meV/K")
print(f"  barrier spread of {spread*1e3:.0f} meV: {shift_patch*1e3:+.1f} meV")
print(f"  image-force drift: {shift_image*1e3:+.1f} meV")
print(f"  tunnelling near top: {shift_tunnel*1e3:+.1f} meV")
print(f"  drift-diffusion limit: {shift_diff*1e3:+.1f} meV")
print(f"  series resistance: {shift_series*1e3:+.2f} meV")
print(f"  forward probe of {probe*1e3:.0f} mV: {shift_probe*1e3:+.2f} meV")
print(f"band bending (less kT) at 300 K: {bending(T0):.3f} eV")
print(f"peak field at 300 K: {field(T0)*1e-8:.4f} MV/cm")
print(f"image-force lowering at 300 K: {lowering(T0)*1e3:.1f} meV")
print(f"tunnelling gain in current at 300 K: {gain0:.3f}")
print(f"tunnelling energy E00: {E00*1e3:.2f} meV")
print(f"emission/drift velocity ratio at 300 K: {v_emit[mid]/v_drift[mid]:.3f}")
print(f"series resistance times area: {series*1e4:.2e} ohm cm^2")
print(f"recombination/thermionic conductance, at most: {recomb:.1e}")
print(f"donors / band states at 300 K: {donors/band_states(T0):.1e}")
print("all good")
```

Printed output:

```
barrier put in: 0.600 eV
donor density: 1.0e+16 cm^-3
valley masses: 0.92, 0.19 m_e
emission mass sum: 2.052 m_e
Richardson constant A: 246.6 A/(cm^2 K^2)
T = 260 K: rho = 573.6 ohm cm^2, rho*T = 1.491e+05 ohm cm^2 K
T = 270 K: rho = 204.9 ohm cm^2, rho*T = 5.531e+04 ohm cm^2 K
T = 280 K: rho = 78.65 ohm cm^2, rho*T = 2.202e+04 ohm cm^2 K
T = 290 K: rho = 32.21 ohm cm^2, rho*T = 9342 ohm cm^2 K
T = 300 K: rho = 13.99 ohm cm^2, rho*T = 4196 ohm cm^2 K
T = 310 K: rho = 6.403 ohm cm^2, rho*T = 1985 ohm cm^2 K
T = 320 K: rho = 3.074 ohm cm^2, rho*T = 983.8 ohm cm^2 K
T = 330 K: rho = 1.542 ohm cm^2, rho*T = 508.8 ohm cm^2 K
T = 340 K: rho = 0.8046 ohm cm^2, rho*T = 273.6 ohm cm^2 K
kT at 300 K: 25.85 meV
local slope of ln rho at 300 K, as energy: 0.62585 eV
barrier from ln(rho*T) fit: 0.60000 eV
barrier from ln(rho) fit: 0.62555 eV
excess of ln(rho) fit: 25.55 meV
effective temperature of excess: 296.5 K
harmonic mean temperature: 297.8 K
kT at lowest, highest T: 22.41, 29.30 meV
two-point (end temperatures) excess: 25.54 meV
two-point effective temperature: 296.4 K
largest residual of ln(rho) line: 0.00526 (in ln rho)
inferred A / true A from ln(rho) fit: 2.717
Shifts of the ln(rho*T) barrier from neglected effects:
  barrier follows whole gap: +75.9 meV
  gap slope at harmonic mean T: -0.254 meV/K
  barrier spread of 50 meV: -49.9 meV
  image-force drift: -3.7 meV
  tunnelling near top: -3.0 meV
  drift-diffusion limit: -8.9 meV
  series resistance: -0.07 meV
  forward probe of 5 mV: -2.58 meV
band bending (less kT) at 300 K: 0.369 eV
peak field at 300 K: 0.0338 MV/cm
image-force lowering at 300 K: 20.4 meV
tunnelling gain in current at 300 K: 1.058
tunnelling energy E00: 1.25 meV
emission/drift velocity ratio at 300 K: 0.124
series resistance times area: 7.60e-04 ohm cm^2
recombination/thermionic conductance, at most: 1.1e-05
donors / band states at 300 K: 3.6e-04
all good
```
